# At what density ratio does a two-carrier Hall coefficient vanish?: verification in Python

```python
"""
Result under test: with electron mobility three times hole mobility, the
weak-field Hall coefficient of a two-carrier film vanishes at p/n = 9,
while the conductivity stays finite.

Symbols: n, p electron and hole densities; mu_e, mu_h their mobilities;
b = mu_e/mu_h; r = p/n; B field along z; current along x;
R_H = E_y/(j_x B) when the transverse current is zero.
Independent road: force balance of every carrier group is solved as one
linear system together with the imposed currents. SI units throughout.
"""
import numpy as np
from scipy.constants import e
from scipy.optimize import brentq

n = 1.0e21
mu_h = 0.05
b = 3.0
mu_e = b * mu_h
thickness = 1.0e-6
width = 1.0e-4
current = 1.0e-6
B_work = 0.1
B_weak = 1.0e-3
B_high = 1.0
j_x = current / (thickness * width)


def solve_bar(groups, B):
    """groups: (charge sign, density, mobility). Returns velocities, E_x, E_y."""
    count = len(groups)
    size = 2 * count + 2
    ix, iy = size - 2, size - 1
    matrix = np.zeros((size, size))
    rhs = np.zeros(size)
    for k, (sign, density, mobility) in enumerate(groups):
        vx, vy = 2 * k, 2 * k + 1
        # v = sign * mobility * (E + v x B)
        matrix[vx, vx] = 1.0
        matrix[vx, vy] = -sign * mobility * B
        matrix[vx, ix] = -sign * mobility
        matrix[vy, vy] = 1.0
        matrix[vy, vx] = sign * mobility * B
        matrix[vy, iy] = -sign * mobility
        # total current densities along x and y
        matrix[ix, vx] = sign * e * density
        matrix[iy, vy] = sign * e * density
    rhs[ix] = j_x
    solution = np.linalg.solve(matrix, rhs)
    return solution[:-2].reshape(count, 2), solution[ix], solution[iy]


def two_carriers(r):
    return [(-1, n, mu_e), (+1, r * n, mu_h)]


def hall_numeric(groups, B):
    return solve_bar(groups, B)[2] / (j_x * B)


def hall_weak_formula(r):
    return (r - b**2) / (e * n * (r + b)**2)


# Sign convention: each carrier type alone
assert np.isclose(hall_numeric([(+1, n, mu_h)], B_work) * e * n, 1.0, rtol=1e-9)
assert np.isclose(hall_numeric([(-1, n, mu_e)], B_work) * e * n, -1.0, rtol=1e-9)

# Weak-field formula over a wide range of density ratios
for r in (0.2, 1.0, 3.0, 8.0, 9.0, 10.0, 40.0):
    difference = hall_numeric(two_carriers(r), B_weak) - hall_weak_formula(r)
    assert abs(difference) * e * n < 1e-6

# Zero of the Hall coefficient, found without the formula
r_zero = brentq(lambda r: hall_numeric(two_carriers(r), B_weak), 0.1, 100.0,
                xtol=1e-11)
assert abs(r_zero - b**2) < 1e-5
assert hall_numeric(two_carriers(8.0), B_weak) < 0
assert hall_numeric(two_carriers(10.0), B_weak) > 0

# Finite conductivity at the zero
sigma = j_x / solve_bar(two_carriers(b**2), 0.0)[1]
assert np.isclose(sigma, 12 * e * n * mu_h, rtol=1e-10)

# Both carrier types are deflected to the same side
velocities, E_x, E_y = solve_bar(two_carriers(b**2), B_work)
vy_e, vy_h = velocities[:, 1]
assert vy_e < 0 and vy_h < 0
assert np.isclose(vy_e, -mu_e**2 * B_work * E_x, rtol=1e-3)
assert np.isclose(vy_h, -mu_h**2 * B_work * E_x, rtol=1e-3)

# Finite-field remainder at r = 9 and the shifted zero
for B in (B_work, B_high, 20.0):
    x = (mu_h * B)**2
    remainder = x / (2 * e * n * (1 + 4 * x))
    assert np.isclose(hall_numeric(two_carriers(b**2), B), remainder, rtol=1e-6)
    root = brentq(lambda r: hall_numeric(two_carriers(r), B), 0.1, 100.0,
                  xtol=1e-11)
    assert np.isclose(root, b**2 * (1 + x) / (1 + b**2 * x), rtol=1e-7)
r_zero_high = brentq(lambda r: hall_numeric(two_carriers(r), B_high), 0.1, 100.0)

# Electrons split into two equal groups with unchanged mean mobility
mu_slow, mu_fast = 0.10, 0.20
assert np.isclose((mu_slow + mu_fast) / 2, mu_e)


def split_electrons(r):
    return [(-1, n / 2, mu_slow), (-1, n / 2, mu_fast), (+1, r * n, mu_h)]


r_zero_split = brentq(lambda r: hall_numeric(split_electrons(r), B_weak),
                      0.1, 100.0, xtol=1e-11)
mean_square = (mu_slow**2 + mu_fast**2) / 2
assert abs(r_zero_split - mean_square / mu_h**2) < 1e-5

print(f"electron density n = {n:.3e} m^-3")
print(f"hole mobility = {mu_h:.3f} m^2/(V s)")
print(f"electron mobility = {mu_e:.3f} m^2/(V s)")
print(f"film thickness = {thickness:.1e} m, width = {width:.1e} m")
print(f"current = {current:.1e} A, current density = {j_x:.3e} A/m^2")
print(f"working field = {B_work:.2f} T")
print(f"mu_e*B = {mu_e * B_work:.4f}, mu_h*B = {mu_h * B_work:.4f} (no unit)")
print(f"1/(e n) = {1 / (e * n):.4e} m^3/C")
print(f"zero of R_H at {B_weak:.3f} T: p/n = {r_zero:.5f}")
print(f"hole density at p/n = 9: {b**2 * n:.3e} m^-3")
print(f"conductivity at p/n = 9, zero field: {sigma:.3f} S/m")
for r in (1.0, 3.0, 9.0, 10.0):
    R_weak = hall_weak_formula(r)
    R_work = hall_numeric(two_carriers(r), B_work)
    voltage = R_work * current * B_work / thickness
    print(f"p/n = {r:.0f}: weak-field e*n*R_H = {R_weak * e * n:.5f} (no unit)")
    print(f"p/n = {r:.0f}: weak-field R_H = {R_weak:.4e} m^3/C")
    print(f"p/n = {r:.0f}: R_H at working field = {R_work:.4e} m^3/C")
    print(f"p/n = {r:.0f}: Hall voltage E_y*width = {voltage:.4e} V")
apparent = 1 / (e * hall_weak_formula(10.0))
print(f"p/n = 10: true hole density = {10 * n:.3e} m^-3")
print(f"p/n = 10: one-carrier reading 1/(e R_H) = {apparent:.3e} m^-3")
print(f"p/n = 10: reading / true hole density = {apparent / (10 * n):.2f}")
print(f"p/n = 9, working field: E_x = {E_x:.3f} V/m")
print(f"p/n = 9, working field: E_y = {E_y:.3e} V/m")
print(f"p/n = 9: electron transverse velocity = {vy_e:.5f} m/s")
print(f"p/n = 9: hole transverse velocity = {vy_h:.5f} m/s")
print(f"zero of R_H at {B_high:.1f} T: p/n = {r_zero_high:.4f}")
print(f"split electron mobilities = {mu_slow:.2f}, {mu_fast:.2f} m^2/(V s)")
print(f"their mean square = {mean_square:.4f} m^4/(V s)^2")
print(f"split electrons, weak-field zero: p/n = {r_zero_split:.5f}")
print("checks complete")
```

Output:

```
electron density n = 1.000e+21 m^-3
hole mobility = 0.050 m^2/(V s)
electron mobility = 0.150 m^2/(V s)
film thickness = 1.0e-06 m, width = 1.0e-04 m
current = 1.0e-06 A, current density = 1.000e+04 A/m^2
working field = 0.10 T
mu_e*B = 0.0150, mu_h*B = 0.0050 (no unit)
1/(e n) = 6.2415e-03 m^3/C
zero of R_H at 0.001 T: p/n = 9.00000
hole density at p/n = 9: 9.000e+21 m^-3
conductivity at p/n = 9, zero field: 96.131 S/m
p/n = 1: weak-field e*n*R_H = -0.50000 (no unit)
p/n = 1: weak-field R_H = -3.1208e-03 m^3/C
p/n = 1: R_H at working field = -3.1208e-03 m^3/C
p/n = 1: Hall voltage E_y*width = -3.1208e-04 V
p/n = 3: weak-field e*n*R_H = -0.16667 (no unit)
p/n = 3: weak-field R_H = -1.0403e-03 m^3/C
p/n = 3: R_H at working field = -1.0401e-03 m^3/C
p/n = 3: Hall voltage E_y*width = -1.0401e-04 V
p/n = 9: weak-field e*n*R_H = 0.00000 (no unit)
p/n = 9: weak-field R_H = 0.0000e+00 m^3/C
p/n = 9: R_H at working field = 7.8011e-08 m^3/C
p/n = 9: Hall voltage E_y*width = 7.8011e-09 V
p/n = 10: weak-field e*n*R_H = 0.00592 (no unit)
p/n = 10: weak-field R_H = 3.6932e-05 m^3/C
p/n = 10: R_H at working field = 3.7003e-05 m^3/C
p/n = 10: Hall voltage E_y*width = 3.7003e-06 V
p/n = 10: true hole density = 1.000e+22 m^-3
p/n = 10: one-carrier reading 1/(e R_H) = 1.690e+23 m^-3
p/n = 10: reading / true hole density = 16.90
p/n = 9, working field: E_x = 104.033 V/m
p/n = 9, working field: E_y = 7.801e-05 V/m
p/n = 9: electron transverse velocity = -0.23403 m/s
p/n = 9: hole transverse velocity = -0.02600 m/s
zero of R_H at 1.0 T: p/n = 8.8240
split electron mobilities = 0.10, 0.20 m^2/(V s)
their mean square = 0.0250 m^4/(V s)^2
split electrons, weak-field zero: p/n = 10.00000
checks complete
```
